# The Sondheimer period of a clean free-electron film: verification in Python

```python
"""
Sondheimer oscillations of a free-electron film in a perpendicular field.
Result under test: high-field period Delta B = 2 pi hbar k_F / (e d).
d: thickness, k_F: Fermi wavevector, l: bulk mean free path,
kappa = d/l, beta = e B d/(hbar k_F), s = kappa + i beta,
S = sigma_xx + i sigma_xy in units of the bulk zero-field conductivity.
Both faces scatter diffusely; motion is semiclassical.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1

hbar, e, m_e, k_B = const.hbar, const.e, const.m_e, const.k
d = 10e-6
k_F = 13.6e9
mean_free_path = 40e-6
temperature = 4.0
kappa = d / mean_free_path
period = 2 * np.pi * hbar * k_F / (e * d)


def crossing_turn(theta, mass, field):
    """Integrate the Lorentz force across the film; return exp(i turn)."""
    speed = hbar * k_F / mass

    def motion(t, y):
        z, vx, vy, vz = y
        return [vz, -e * field * vy / mass, e * field * vx / mass, 0.0]

    def far_face(t, y):
        return (y[0] - d) / d
    far_face.terminal = True
    start = [0.0, speed * np.sin(theta), 0.0, speed * np.cos(theta)]
    run = solve_ivp(motion, (0, 2 * d / start[3]), start, events=far_face,
                    method="DOP853", rtol=1e-10,
                    atol=[1e-10 * d] + [1e-10 * speed] * 3)
    end = run.y_events[0][0]
    return (end[1] + 1j * end[2]) / start[1]


for mass in (m_e, 1.4 * m_e):
    for theta in (0.02, 0.5):
        predicted = np.exp(2j * np.pi / np.cos(theta))
        assert abs(crossing_turn(theta, mass, period) - predicted) < 1e-6
near_normal_mismatch = abs(crossing_turn(0.02, m_e, period) - 1)
assert near_normal_mismatch < 2e-3


def conductivity_from_paths(kap, beta):
    """Velocity correlation of electrons that have not yet met a wall.
    Length unit d, speed unit v_F."""
    x, w = np.polynomial.legendre.leggauss(40)
    panels = np.arange(int(np.ceil(45 / kap)))
    t = (panels[:, None] + 0.5 * (x + 1)).ravel()
    wt = np.tile(0.5 * w, len(panels))
    xm, wm = np.polynomial.legendre.leggauss(4)
    phi = 2 * np.pi * np.arange(8) / 8
    mu_max = np.minimum(1.0, 1.0 / t)
    corr_xx = np.zeros_like(t)
    corr_yx = np.zeros_like(t)
    for node, weight in zip(xm, wm):
        mu = 0.5 * mu_max * (node + 1)
        share = 0.5 * mu_max * weight * (1 - mu * t)
        sine = np.sqrt(1 - mu**2)
        for angle in phi:
            past_vx = sine * np.cos(angle - beta * t)
            corr_xx += share * sine * np.cos(angle) * past_vx / 8
            corr_yx += share * sine * np.sin(angle) * past_vx / 8
    decay = wt * np.exp(-kap * t)
    return 3 * kap * np.sum(decay * (corr_xx - 1j * corr_yx))


def smooth_part(kap, beta):
    s = kap + 1j * beta
    return kap / s * (1 - 3 / (8 * s))


def oscillating_part(kap, beta):
    s = kap + 1j * beta
    integrals = [exp1(s)]
    for n in range(1, 5):
        integrals.append((np.exp(-s) - s * integrals[-1]) / n)
    return 1.5 * kap / s**2 * (integrals[2] - integrals[4])


worst_ratio = 0.0
for kap in (kappa, 1.0):
    for beta in (3.0, 7.0, 12.0, 30.0):
        wave = oscillating_part(kap, beta)
        error = abs(conductivity_from_paths(kap, beta)
                    - smooth_part(kap, beta) - wave)
        worst_ratio = max(worst_ratio, error / abs(wave))
assert worst_ratio < 1e-4

# Leading high-field form and its first correction
s_high = kappa + 100j
leading = 3 * kappa * np.exp(-s_high) / s_high**4
ratio = oscillating_part(kappa, 100.0) / leading
assert abs(ratio - 1 + 9 / s_high) < 0.01
assert abs(ratio - 1) > 0.05


def resistance_wave(beta):
    """Oscillating part of rho_xx in units of the bulk resistivity."""
    smooth = smooth_part(kappa, beta)
    wave = oscillating_part(kappa, beta)
    return np.real(-wave / (smooth * (smooth + wave)))


grid = np.arange(4.0, 75.0, 0.05)
values = resistance_wave(grid)
tops = np.where((values[1:-1] > values[:-2])
                & (values[1:-1] > values[2:]))[0] + 1
maxima = np.array([minimize_scalar(lambda b: -resistance_wave(b),
                                   bounds=(grid[i - 1], grid[i + 1]),
                                   method="bounded",
                                   options={"xatol": 1e-9}).x for i in tops])
spacings = np.diff(maxima) / (2 * np.pi)
assert len(maxima) >= 9
assert abs(spacings[-1] - 1) < 0.005
assert np.all(np.diff(np.abs(spacings[2:] - 1)) < 0)
wave_limit = 3 * np.exp(-kappa) / (kappa * maxima[-1]**2)
assert abs(resistance_wave(maxima[-1]) / wave_limit - 1) < 0.05

# Cubic warping: radius = 1 + warp*(nx^4+ny^4+nz^4-3/5), field along [100]
radius_ratio = 1.10
warp = (radius_ratio - 1) / (0.4 + 0.1 * radius_ratio)
pole = 1 + 0.4 * warp
curvature_radius = pole**2 / (pole + 4 * warp)


def cap_area(depth):
    """Area of the section a small depth below the pole."""
    kz = pole - depth
    angles = 2 * np.pi * np.arange(32) / 32
    total = 0.0
    for angle in angles:
        def surface(kp):
            k = np.array([kp * np.cos(angle), kp * np.sin(angle), kz])
            size = np.linalg.norm(k)
            return size - 1 - warp * (np.sum((k / size)**4) - 0.6)
        total += 0.5 * brentq(surface, 0.0, 0.1, xtol=1e-14)**2
    return total * 2 * np.pi / 32


area_slope = cap_area(1e-4) / 1e-4
assert abs(area_slope / (2 * np.pi * curvature_radius) - 1) < 0.01

# Sizes of other neglected effects at B equal to one period
fermi_energy = (hbar * k_F)**2 / (2 * m_e)
landau_gap = hbar * e * period / m_e
quantum_frequency = hbar * k_F**2 / (2 * e)
x_thermal = 2 * np.pi**2 * k_B * temperature / landau_gap
thermal_damping = x_thermal / np.sinh(x_thermal)
phase_spread = 2 * np.pi * k_B * temperature / (2 * fermi_energy)
room_path = 40e-9
assert abs(period - 5.6) < 0.05

print(f"Thickness d: {d*1e6:.1f} um")
print(f"Fermi wavevector: {k_F*1e-9:.1f} per nm")
print(f"Chosen mean free path at 4 K: {mean_free_path*1e6:.0f} um")
print(f"kappa = d/l: {kappa:.3f}")
print(f"hbar k_F/e: {hbar*k_F/e*1e6:.4f} T um")
print(f"Sondheimer period: {period:.3f} T")
print(f"Period in atomic units of field: "
      f"{period/(hbar/(e*const.value('Bohr radius')**2)):.3e}")
print(f"Velocity mismatch after one crossing, theta=0.02 rad: "
      f"{near_normal_mismatch:.2e}")
print(f"Worst path-formula error / oscillation: {worst_ratio:.1e}")
print(f"Asymptotic ratio at beta=100: {ratio.real:.4f} {ratio.imag:+.4f}i")
for i in range(6):
    print(f"Maximum {i+1}: B = {maxima[i]*period/(2*np.pi):.3f} T, "
          f"height {resistance_wave(maxima[i]):.5f} rho_bulk")
for i in range(5):
    print(f"Spacing {i+1} to {i+2}: {spacings[i]*period:.3f} T")
print(f"Last spacing found: {spacings[-1]*period:.3f} T, ending at "
      f"{maxima[-1]*period/(2*np.pi):.1f} T")
background = np.real(1 / smooth_part(kappa, maxima[0]))
print(f"Smooth resistivity at maximum 1: {background:.3f} rho_bulk")
print(f"Rough room-temperature mean free path: {room_path*1e9:.0f} nm")
print(f"Room-temperature d/l: {d/room_path:.0f}")
print(f"log10 of exp(-d/l) at room temperature: "
      f"{-d/room_path/np.log(10):.0f}")
print(f"Fermi energy: {fermi_energy/e:.2f} eV")
print(f"Landau spacing at one period: {landau_gap/e*1e3:.3f} meV")
print(f"Fermi energy / Landau spacing: {fermi_energy/landau_gap:.0f}")
print(f"Quantum-oscillation spacing there: "
      f"{period**2/quantum_frequency*1e3:.3f} mT")
print(f"Thermal damping of quantum oscillations, 4 K: {thermal_damping:.1e}")
print(f"Thermal Sondheimer phase spread, 4 K: {phase_spread:.1e} rad")
print(f"Rough [100]/[110] radius ratio: {radius_ratio:.2f}")
print(f"Warped polar radius / k_F: {pole:.3f}")
print(f"Warped curvature radius / k_F: {curvature_radius:.3f}")
print(f"Numerical area slope / (2 pi k_F): {area_slope/(2*np.pi):.3f}")
print(f"Period of polar electrons, warped model: "
      f"{period*curvature_radius:.2f} T")
print("verified")
```

It prints:

```
Thickness d: 10.0 um
Fermi wavevector: 13.6 per nm
Chosen mean free path at 4 K: 40 um
kappa = d/l: 0.250
hbar k_F/e: 8.9517 T um
Sondheimer period: 5.625 T
Period in atomic units of field: 2.393e-05
Velocity mismatch after one crossing, theta=0.02 rad: 1.26e-03
Worst path-formula error / oscillation: 1.5e-09
Asymptotic ratio at beta=100: 0.9923 +0.0893i
Maximum 1: B = 6.284 T, height 0.12154 rho_bulk
Maximum 2: B = 11.666 T, height 0.04606 rho_bulk
Maximum 3: B = 17.172 T, height 0.02316 rho_bulk
Maximum 4: B = 22.728 T, height 0.01372 rho_bulk
Maximum 5: B = 28.309 T, height 0.00901 rho_bulk
Maximum 6: B = 33.904 T, height 0.00635 rho_bulk
Spacing 1 to 2: 5.382 T
Spacing 2 to 3: 5.506 T
Spacing 3 to 4: 5.557 T
Spacing 4 to 5: 5.581 T
Spacing 5 to 6: 5.595 T
Last spacing found: 5.616 T, ending at 62.0 T
Smooth resistivity at maximum 1: 2.499 rho_bulk
Rough room-temperature mean free path: 40 nm
Room-temperature d/l: 250
log10 of exp(-d/l) at room temperature: -109
Fermi energy: 7.05 eV
Landau spacing at one period: 0.651 meV
Fermi energy / Landau spacing: 10823
Quantum-oscillation spacing there: 0.520 mT
Thermal damping of quantum oscillations, 4 K: 6.1e-04
Thermal Sondheimer phase spread, 4 K: 1.5e-04 rad
Rough [100]/[110] radius ratio: 1.10
Warped polar radius / k_F: 1.078
Warped curvature radius / k_F: 0.624
Numerical area slope / (2 pi k_F): 0.624
Period of polar electrons, warped model: 3.51 T
verified
```
